# Which temperature belongs in the Einstein relation at high field?: test program

```python
"""
Result under test: electrons in a 2D parabolic band, heated by a field F and
cooled by acoustic phonons at lattice temperature T_L, have
    T_e = T_L * (1 + (mu F)^2 / (2 s^2)),    D_perp / mu = k T_e / e,
where mu = e tau / m is the mobility, tau the acoustic scattering time,
s the sound speed and D_perp the diffusion coefficient across the field.
Reduced units in the kinetic tests: m = 1, k T_L = 1, tau = 1; then
delta = m s^2 / (k T_L) is the small parameter of the quasi-elastic limit.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid, cumulative_trapezoid
from scipy.optimize import brentq

e, hbar, kB, eps0 = const.e, const.hbar, const.k, const.epsilon_0

# Rough typical parameters of monolayer MoS2 between hBN layers
mass_ratio = 0.48
mass = mass_ratio * const.m_e
deformation_eV = 4.5
deformation = deformation_eV * e
sound = 6.7e3
rho = 3.1e-6
T_L = 20.0
field = 1.0e4            # V/m
density = 1.0e14         # 1/m^2
drift_length = 10e-6     # m


def acoustic_rate(temperature):
    return mass * deformation**2 * kB * temperature / (hbar**3 * rho * sound**2)


def relative_rate(y):
    """Rate per phonon direction; y = energy lost / kT_L (negative: gained)."""
    return y / (-np.expm1(-y))


tau = 1 / acoustic_rate(T_L)
mu = e * tau / mass
v_drift = mu * field
T_e = T_L * (1 + v_drift**2 / (2 * sound**2))
D_perp = mu * kB * T_e / e
delta_ex = mass * sound**2 / (kB * T_L)
force_ex = v_drift / np.sqrt(kB * T_L / mass)

# Scattering rate summed over phonon wavevectors with a broadened energy delta
E0 = 2 * kB * T_L
k0 = np.sqrt(2 * mass * E0) / hbar
q_axis = np.linspace(-2.5 * k0, 2.5 * k0, 1400)
dq = q_axis[1] - q_axis[0]
qx, qy = np.meshgrid(q_axis, q_axis)
q = np.hypot(qx, qy)
omega = sound * q
bose = 1 / np.expm1(hbar * omega / (kB * T_L))
width = 0.02 * E0
grid_rate = 0.0
for sign, occupation in ((1, bose), (-1, bose + 1)):
    gain = hbar**2 * ((k0 + sign * qx)**2 + qy**2) / (2 * mass) - E0
    mismatch = gain - sign * hbar * omega
    delta_fn = np.exp(-0.5 * (mismatch / width)**2) / (width * np.sqrt(2 * np.pi))
    coupling = np.pi * deformation**2 * q**2 / (rho * omega)
    grid_rate += np.sum(coupling * occupation * delta_fn) * dq**2 / (2 * np.pi)**2
angles = (np.arange(20000) + 0.5) * 2 * np.pi / 20000
p0 = np.sqrt(2 * E0 / (kB * T_L))
s_red = np.sqrt(delta_ex)
angle_factor = relative_rate(2 * s_red * (p0 * np.cos(angles) - s_red)).mean()
rate_check = grid_rate * tau / angle_factor
# 3%: finite grid and finite width of the energy delta
assert abs(rate_check - 1) < 0.03

# Energy loss from the angular average, against 2 delta (E - 1)
small = 1e-3
for energy in (0.3, 3.0, 8.0):
    y = 2 * np.sqrt(small) * (np.sqrt(2 * energy) * np.cos(angles) - np.sqrt(small))
    loss = np.mean(relative_rate(y) * y)
    assert abs(loss / (2 * small * (energy - 1)) - 1) < 0.01
    assert abs(np.mean(y**2) / (4 * small * energy) - 1) < 0.01


def monte_carlo(delta, force, bound, burn_time, block_time, blocks, seed):
    """Inelastic collisions by null-collision sampling; starts at T_L."""
    rng = np.random.default_rng(seed)
    number = 20000
    s = np.sqrt(delta)
    px, py = rng.normal(size=(2, number))
    energies, xs, ys, ts = [], [], [], []
    schedule = [burn_time] + [block_time] * blocks
    for index, duration in enumerate(schedule):
        x, y_pos, t = np.zeros((3, number))
        for _ in range(int(duration * bound)):
            dt = rng.exponential(1 / bound, number)
            x += px * dt + 0.5 * force * dt**2
            y_pos += py * dt
            t += dt
            px += force * dt
            if index:
                energies.append(0.5 * np.mean(px**2 + py**2))
            phi = rng.uniform(0, 2 * np.pi, number)
            nx, ny = np.cos(phi), np.sin(phi)
            u = px * nx + py * ny - s
            rate = relative_rate(2 * s * u)
            assert rate.max() < bound
            kick = 2 * u * (rng.random(number) * bound < rate)
            px -= kick * nx
            py -= kick * ny
        if index:
            xs.append(x)
            ys.append(y_pos)
            ts.append(t)
    xs, ys, ts = map(np.concatenate, (xs, ys, ts))
    drift = xs.sum() / ts.sum()
    d_across = np.sum(ys**2) / (2 * ts.sum())
    d_along = np.sum((xs - drift * ts)**2) / (2 * ts.sum())
    error = np.std(ys**2) / np.mean(ys**2) / np.sqrt(len(ys))
    return drift / force, d_across, d_along, np.mean(energies), error


# Nearly elastic case: heating law and diffusion ratio
delta_mc, force_mc = 0.01, 0.2
Te_mc = 1 + force_mc**2 / (2 * delta_mc)
mob, d_t, d_l, mean_E, err = monte_carlo(delta_mc, force_mc, 3.0, 300, 200, 2, 11)
# Tolerances: corrections of order delta*T_e/T_L plus sampling error near 1%
assert abs(mob - 1) < 0.04
assert abs(mean_E / Te_mc - 1) < 0.03
assert abs(d_t / mob / Te_mc - 1) < 0.05
assert abs(d_l / d_t - 1) < 0.08

# The example's own numbers, with its full inelasticity and Bose factors
mob_x, dt_x, dl_x, E_x, err_x = monte_carlo(delta_ex, force_ex, 6.0, 60, 150, 2, 12)
ratio_x = dt_x / mob_x
assert abs(ratio_x / (T_e / T_L) - 1) < 0.12
assert ratio_x > 1.5


def diffusion_ratio(energy, f, time):
    slope = np.gradient(f, energy)
    return trapezoid(energy * time * f, energy) / -trapezoid(energy * time * slope, energy)


def average_energy(energy, f):
    return trapezoid(energy * f, energy) / trapezoid(f, energy)


# When the ratio is the temperature, when the mean energy, and when neither
E = np.linspace(0, 80, 80001)
gauss = np.exp(-(E / 3)**2)
maxwell = np.exp(-E / 2)
assert abs(diffusion_ratio(E, gauss, np.ones_like(E)) / average_energy(E, gauss) - 1) < 1e-4
assert abs(diffusion_ratio(E, maxwell, E) / 2 - 1) < 1e-4
neither = diffusion_ratio(E, gauss, E) / average_energy(E, gauss)
assert abs(neither - 1) > 0.1


def heated_distribution(impurity):
    time = E / (E + impurity) if impurity else np.ones_like(E)
    log_slope = -2 * delta_ex / (2 * delta_ex + force_ex**2 * time)
    f = np.exp(cumulative_trapezoid(log_slope, E, initial=0))
    return diffusion_ratio(E, f, time), average_energy(E, f)


clean_ratio, clean_energy = heated_distribution(0.0)
assert abs(clean_ratio / (T_e / T_L) - 1) < 1e-3
imp_ratio, imp_energy = heated_distribution(1.0)

# Piezoelectric coupling: rough constants, frozen at a typical wavevector
e11, kappa, layer_length, sound_TA = 3e-10, 5.0, 4e-9, 4.2e3
q_typ = np.sqrt(4 * mass * kB * T_e) / hbar
dielectric = kappa + layer_length * q_typ
piezo_eV = e11 / (2 * eps0 * dielectric)
share = 0.5 * (piezo_eV / deformation_eV)**2
rate_LA, rate_TA = 1 + share, share * (sound / sound_TA)**2
rate_total = rate_LA + rate_TA
s2_eff = (rate_LA * sound**2 + rate_TA * sound_TA**2) / rate_total
mu_piezo = mu / rate_total
Te_piezo = T_L * (1 + (mu_piezo * field)**2 / (2 * s2_eff))
screening = e**2 * density / (2 * eps0 * kB * T_e * q_typ) / dielectric

# Optical and zone-edge phonons: (energy in eV, rough rate in 1/s)
channels = ((0.048, 1e13), (0.023, 5e10))


def acoustic_loss(hot, cold):
    return 2 * mass * sound**2 * acoustic_rate(cold) * (hot / cold - 1)


def other_loss(hot, cold):
    total = 0.0
    for quantum, rate in channels:
        occupation = 1 / np.expm1(quantum * e / (kB * cold))
        above = np.exp(-quantum * e / (kB * hot))
        total += rate * quantum * e * ((occupation + 1) * above - occupation)
    return total


optical_share = other_loss(T_e, T_L) / acoustic_loss(T_e, T_L)
T_cross = brentq(lambda T: other_loss(T, T_L) - acoustic_loss(T, T_L), 25, 200)
F_cross = sound * np.sqrt(2 * (T_cross / T_L - 1)) / mu
optical_300 = other_loss(330.0, 300.0) / acoustic_loss(330.0, 300.0)
assert optical_share < 0.1 and optical_300 > 1

# Degeneracy: D/(mu k T_e/e) = n / (dn/d eta), n proportional to ln(1+exp(eta))
n_thermal = mass * kB * T_e / (np.pi * hbar**2)


def degeneracy_factor(n):
    w = n / n_thermal
    eta = np.log(np.expm1(w))
    h = 1e-4
    slope = (np.logaddexp(0, eta + h) - np.logaddexp(0, eta - h)) / (2 * h)
    assert abs(w / slope / (w / -np.expm1(-w)) - 1) < 1e-5
    return w / slope


gate_density = 5e16
deg_example, deg_gate = degeneracy_factor(density), degeneracy_factor(gate_density)
interface_conductance = 1e5
self_heating = density * e * mu * field**2 / interface_conductance
tau_E = tau / (2 * delta_ex)
sigma_hot = np.sqrt(2 * kB * T_e / e * drift_length / field)
sigma_cold = np.sqrt(2 * kB * T_L / e * drift_length / field)

print(f"Input: mass {mass_ratio} m_e; deformation potential {deformation_eV} eV")
print(f"Input: sound speed {sound/1e3:.1f} km/s; areal density {rho:.2e} kg/m2")
print(f"Input: lattice {T_L:.0f} K; field {field/100:.0f} V/cm; n {density/1e4:.1e} cm^-2")
print(f"Scattering time tau: {tau*1e12:.3f} ps")
print(f"Mobility: {mu*1e4:.0f} cm2/Vs")
print(f"Drift velocity: {v_drift/1e3:.3f} km/s")
print(f"m s^2: {mass*sound**2/e*1e3:.4f} meV; delta = m s^2/kT_L: {delta_ex:.4f}")
print(f"Electron temperature T_e: {T_e:.2f} K; T_e/T_L: {T_e/T_L:.3f}")
print(f"D_perp: {D_perp*1e4:.2f} cm2/s; with T_L instead: {mu*kB*T_L/e*1e4:.2f} cm2/s")
print(f"D_perp/mu: {kB*T_e/e*1e3:.3f} mV; kT_L/e: {kB*T_L/e*1e3:.3f} mV")
print(f"Energy relaxation time: {tau_E*1e12:.2f} ps; length: {v_drift*tau_E*1e6:.3f} um")
print(f"Drift length: {drift_length*1e6:.0f} um; transit time {drift_length/v_drift*1e9:.3f} ns")
print(f"Packet width sigma: {sigma_hot*1e6:.3f} um; with T_L: {sigma_cold*1e6:.3f} um")
print(f"Grid scattering rate / angular formula: {rate_check:.4f}")
print(f"Monte Carlo A: delta {delta_mc}, reduced force {force_mc}, predicted T_e/T_L {Te_mc:.3f}")
print(f"  A mobility/formula {mob:.3f}; mean energy/kT_L {mean_E:.3f}")
print(f"  A (D_perp/mu)/(kT_L/e) {d_t/mob:.3f}; D_along/D_perp {d_l/d_t:.3f}")
print(f"  A relative standard error of D_perp {err:.4f}")
print(f"Monte Carlo B (example): mobility/formula {mob_x:.3f}; mean energy/kT_L {E_x:.3f}")
print(f"  B (D_perp/mu)/(kT_L/e) {ratio_x:.3f}; D_perp/mu {ratio_x*kB*T_L/e*1e3:.3f} mV")
print(f"  B D_along/D_perp {dl_x/dt_x:.3f}; relative standard error of D_perp {err_x:.4f}")
print(f"Non-Maxwellian exp(-(E/E0)^2), tau ~ E: (e D/mu)/mean energy {neither:.3f}")
print(f"Impurity rate = acoustic rate at E=kT_L: eD/mu {imp_ratio:.3f} kT_L")
print(f"  same case: mean energy {imp_energy:.3f} kT_L; ratio {imp_ratio/imp_energy:.3f}")
print(f"Piezo inputs: e11 {e11:.1e} C/m; kappa {kappa}; layer length {layer_length*1e9:.0f} nm")
print(f"  transverse sound speed {sound_TA/1e3:.1f} km/s; typical q {q_typ/1e9:.3f} nm^-1")
print(f"  dielectric factor {dielectric:.2f}; piezo coupling {piezo_eV:.2f} eV")
print(f"  total rate / deformation rate {rate_total:.3f}; effective s {np.sqrt(s2_eff)/1e3:.2f} km/s")
print(f"  with piezo: mobility {mu_piezo*1e4:.0f} cm2/Vs; T_e {Te_piezo:.2f} K")
print(f"  with piezo: D_perp/mu {kB*Te_piezo/e*1e3:.3f} mV")
print(f"Free-carrier screening term / dielectric factor: {screening:.3f}")
for quantum, rate in channels:
    print(f"Other phonon input: {quantum*1e3:.0f} meV, rate {rate:.0e} 1/s")
print(f"Other phonon loss / acoustic loss, example: {optical_share:.4f}")
print(f"Losses equal at T_e {T_cross:.1f} K; acoustic-model field {F_cross/100:.0f} V/cm")
print(f"Other / acoustic loss at lattice 300 K, electrons 330 K: {optical_300:.0f}")
print(f"Thermal density at T_e (two spin-valley states): {n_thermal/1e4:.2e} cm^-2")
print(f"Degeneracy factor of D/mu at example density: {deg_example:.4f}")
print(f"Degeneracy factor at {gate_density/1e4:.0e} cm^-2, same T_e: {deg_gate:.2f}")
print(f"Self-heating: {self_heating:.4f} K at {interface_conductance:.0e} W/m2K")
print("every check passed")
```

Output:

```
Input: mass 0.48 m_e; deformation potential 4.5 eV
Input: sound speed 6.7 km/s; areal density 3.10e-06 kg/m2
Input: lattice 20 K; field 100 V/cm; n 1.0e+10 cm^-2
Scattering time tau: 2.600 ps
Mobility: 9529 cm2/Vs
Drift velocity: 9.529 km/s
m s^2: 0.1225 meV; delta = m s^2/kT_L: 0.0711
Electron temperature T_e: 40.23 K; T_e/T_L: 2.011
D_perp: 33.03 cm2/s; with T_L instead: 16.42 cm2/s
D_perp/mu: 3.466 mV; kT_L/e: 1.723 mV
Energy relaxation time: 18.29 ps; length: 0.174 um
Drift length: 10 um; transit time 1.049 ns
Packet width sigma: 2.633 um; with T_L: 1.857 um
Grid scattering rate / angular formula: 1.0000
Monte Carlo A: delta 0.01, reduced force 0.2, predicted T_e/T_L 3.000
  A mobility/formula 0.992; mean energy/kT_L 3.009
  A (D_perp/mu)/(kT_L/e) 2.989; D_along/D_perp 0.976
  A relative standard error of D_perp 0.0089
Monte Carlo B (example): mobility/formula 0.999; mean energy/kT_L 2.082
  B (D_perp/mu)/(kT_L/e) 1.923; D_perp/mu 3.314 mV
  B D_along/D_perp 0.935; relative standard error of D_perp 0.0075
Non-Maxwellian exp(-(E/E0)^2), tau ~ E: (e D/mu)/mean energy 0.785
Impurity rate = acoustic rate at E=kT_L: eD/mu 1.742 kT_L
  same case: mean energy 1.696 kT_L; ratio 1.027
Piezo inputs: e11 3.0e-10 C/m; kappa 5.0; layer length 4 nm
  transverse sound speed 4.2 km/s; typical q 0.296 nm^-1
  dielectric factor 6.18; piezo coupling 2.74 eV
  total rate / deformation rate 1.657; effective s 6.09 km/s
  with piezo: mobility 5750 cm2/Vs; T_e 28.90 K
  with piezo: D_perp/mu 2.491 mV
Free-carrier screening term / dielectric factor: 0.143
Other phonon input: 48 meV, rate 1e+13 1/s
Other phonon input: 23 meV, rate 5e+10 1/s
Other phonon loss / acoustic loss, example: 0.0207
Losses equal at T_e 72.4 K; acoustic-model field 161 V/cm
Other / acoustic loss at lattice 300 K, electrons 330 K: 116
Thermal density at T_e (two spin-valley states): 6.95e+11 cm^-2
Degeneracy factor of D/mu at example density: 1.0072
Degeneracy factor at 5e+12 cm^-2, same T_e: 7.20
Self-heating: 0.0153 K at 1e+05 W/m2K
every check passed
```
